**Overlap density, intensity and singlet–triplet gap in formaldehyde and ethylene**

For one orbital pair with overlap density $\rho=\phi_i\phi_a$, the program examines the singlet dipole $\sqrt2\,\boldsymbol\mu$ and the gap $2(K+C)$. Here $\boldsymbol\mu$ is the dipole integral of $\rho$, $K$ its Coulomb self-repulsion, and $C$ its opposite-spin correlation term. The program asserts that $K$ agrees with real-space quadrature and that $2(K+C)$ agrees with the difference between the diagonal elements of the singlet and triplet TDA response operators. It also asserts the ethylene model formulas against a two-electron diagonalization and the one-centre formula against radial integration. At the PBE0/def2-SVP level, $K$ is 0.382 eV for formaldehyde n→π* and 3.169 eV for ethylene π→π*. The full TDA gaps are 0.79 and 4.52 eV. Planar formaldehyde has zero oscillator strength within the asserted tolerance, against 0.60 for ethylene; bending formaldehyde by 10° raises its strength to $2.8\times10^{-4}$.

## Numerical verification

```python
"""
Result under test: for one orbital pair i->a with overlap density
rho = phi_i*phi_a, TDDFT in the Tamm-Dancoff approximation (TDA) gives
    singlet transition dipole = sqrt(2)*mu,   mu = integral rho*r
    singlet-triplet gap       = 2*(K + C)
K: Coulomb self-repulsion of rho; C: opposite-spin correlation-kernel term.
Both are quadratic in rho, but depend on its shape as well as its size
Lambda = integral |rho|. Formaldehyde n->pi* is compared with ethylene
pi->pi*. Molecules lie in the yz plane; pi orbitals are odd in x.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, dft, lib, tdscf

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
CO, CC, CH = 1.20, 1.33, 1.10          # bond lengths, angstrom
HALF_ANGLE = np.pi / 3                 # half of the 120 degree HCH angle


def formaldehyde(bend_degrees=0.0):
    """Rotate the HCH plane about y by the bend angle."""
    t = np.radians(bend_degrees)
    y, along = CH * np.sin(HALF_ANGLE), CH * np.cos(HALF_ANGLE)
    return [("C", (0, 0, 0)), ("O", (0, 0, CO)),
            ("H", (along * np.sin(t), y, -along * np.cos(t))),
            ("H", (along * np.sin(t), -y, -along * np.cos(t)))]


def ethylene():
    y, z = CH * np.sin(HALF_ANGLE), CC / 2 + CH * np.cos(HALF_ANGLE)
    return [("C", (0, 0, -CC / 2)), ("C", (0, 0, CC / 2)),
            ("H", (0, y, z)), ("H", (0, -y, z)),
            ("H", (0, y, -z)), ("H", (0, -y, -z))]


def ground_state(atoms):
    mol = gto.M(atom=atoms, basis="def2-svp", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe0"
    mf.grids.level = 1
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def excited_state(mf, singlet, nstates):
    """TDA state with the largest HOMO->LUMO weight: energy, f, weight."""
    td = mf.TDA()
    td.singlet = singlet
    td.nstates = nstates
    td.kernel()
    amplitudes = [np.asarray(xy[0]) for xy in td.xy]
    weights = [x[-1, 0]**2 / np.sum(x**2) for x in amplitudes]
    k = int(np.argmax(weights))
    assert td.converged[k] and weights[k] > 0.5
    strength = 0.0
    if singlet:
        strength = td.oscillator_strength()[k]
        x = amplitudes[k] / np.linalg.norm(amplitudes[k])
        nocc = mf.mol.nelectron // 2
        dip = np.einsum("xpq,pi,qa->xia", mf.mol.intor("int1e_r"),
                        mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:])
        total = np.sqrt(2) * np.einsum("ia,xia->x", x, dip)
        rebuilt = 2 / 3 * td.e[k] * total @ total
        assert abs(rebuilt - strength) < 1e-6
    return td.e[k], strength, weights[k]


def mixed_spin_derivative(mf, xc, density_pair, h=0.01):
    """d2E/(da db) for spin densities D_up+a*rho and D_down+b*rho."""
    half = np.asarray(mf.make_rdm1()) / 2

    def energy(a, b):
        dms = np.array([half + a * density_pair, half + b * density_pair])
        return mf._numint.nr_uks(mf.mol, mf.grids, xc, dms)[1]
    return (energy(h, h) - energy(h, -h) - energy(-h, h)
            + energy(-h, -h)) / (4 * h * h)


def pair_analysis(mf, expected_parity):
    mol = mf.mol
    nocc = mol.nelectron // 2
    ci, ca = mf.mo_coeff[:, nocc - 1], mf.mo_coeff[:, nocc]
    dm = (np.outer(ci, ca) + np.outer(ca, ci)) / 2
    mu = np.einsum("xpq,pq->x", mol.intor("int1e_r"), dm)
    K = np.sum(mf.get_j(mol, dm, hermi=1) * dm)
    # Orbital character and size of the overlap density on a finer grid.
    fine = dft.gen_grid.Grids(mol)
    fine.level = 3
    fine.build()
    ao = mol.eval_gto("GTOval_sph", fine.coords)
    mirrored = mol.eval_gto("GTOval_sph", fine.coords * [-1, 1, 1])
    for c, parity in zip((ci, ca), expected_parity):
        value = np.sum(fine.weights * (ao @ c) * (mirrored @ c))
        assert abs(value - parity) < 1e-3
    rho = (ao @ ci) * (ao @ ca)
    size = np.sum(fine.weights * np.abs(rho))
    assert np.allclose((fine.weights * rho) @ fine.coords, mu, atol=1e-3)
    # K from its definition: potential of rho integrated against rho.
    K_quadrature = 0.0
    coords, weights = mf.grids.coords, mf.grids.weights
    for start in range(0, len(weights), 1000):
        part = slice(start, start + 1000)
        points = np.ascontiguousarray(coords[part])
        potential = np.einsum("gpq,pq->g",
                              mol.intor("int1e_grids", grids=points), dm)
        ao_part = mol.eval_gto("GTOval_sph", points)
        K_quadrature += np.sum(weights[part] * potential
                               * (ao_part @ ci) * (ao_part @ ca))
    assert abs(K - K_quadrature) < 3e-4    # coarse integration grid
    C = mixed_spin_derivative(mf, ",pbe", dm)
    # Exchange must not couple opposite spins.
    assert abs(mixed_spin_derivative(mf, "pbe,", dm)) < 1e-6
    # Diagonal elements of the actual singlet and triplet response operators.
    nvir = mf.mo_coeff.shape[1] - nocc
    index = (nocc - 1) * nvir
    unit = np.zeros((1, nocc * nvir))
    unit[0, index] = 1
    diagonal = []
    for singlet in (True, False):
        td = mf.TDA()
        td.singlet = singlet
        vind, _ = td.gen_vind(mf)
        diagonal.append(np.asarray(vind(unit)).reshape(-1)[index])
    assert abs(diagonal[0] - diagonal[1] - 2 * (K + C)) < 5e-5
    return dict(mu=np.linalg.norm(mu), K=K, C=C, size=size,
                singlet=diagonal[0], triplet=diagonal[1],
                f=4 / 3 * diagonal[0] * mu @ mu)


def atom_share(mf, orbital, atom):
    """Loewdin share of an orbital on one atom."""
    s, u = np.linalg.eigh(mf.get_ovlp())
    c = (u * np.sqrt(s)) @ u.T @ mf.mo_coeff[:, orbital]
    first, last = mf.mol.aoslice_by_atom()[atom, 2:]
    return np.sum(c[first:last]**2)


# ---- p-orbital model: one Gaussian p shell on each of two centres ----
ALPHA, DISTANCE = 0.4, 2.5             # bohr^-2, bohr
model = gto.M(atom=[("C", (0, 0, 0)), ("C", (0, 0, DISTANCE))],
              basis={"C": [[1, [ALPHA, 1.0]]]}, unit="Bohr", verbose=0)
eri = model.intor("int2e")
S = model.intor("int1e_ovlp")[0, 3]
K_one_centre = eri[0, 1, 0, 1]
r = np.linspace(1e-5, 12, 40001)
P = r**4 * np.exp(-2 * ALPHA * r**2)
P /= trapezoid(P, r)
F2 = 2 * trapezoid(P / r**3 * cumulative_trapezoid(P * r**2, r, initial=0), r)
assert abs(K_one_centre - 3 * F2 / 25) < 1e-6
n = 400
theta = (np.arange(n) + 0.5) * np.pi / n
phi = (np.arange(2 * n) + 0.5) * np.pi / n
lobes = 3 / (4 * np.pi) * np.sum(np.sin(theta)**3) * np.sum(
    np.abs(np.sin(phi) * np.cos(phi))) * (np.pi / n)**2
assert abs(lobes - 2 / np.pi) < 1e-4

K_model = (eri[0, 0, 0, 0] - eri[0, 0, 3, 3]) / (2 * (1 - S**2))
mu_model = DISTANCE / (2 * np.sqrt(1 - S**2))
# Independent road: diagonalize two electrons in the orbitals pi and pi*.
orb = np.zeros((6, 2))
orb[[0, 3], 0] = 1 / np.sqrt(2 * (1 + S))
orb[[0, 3], 1] = np.array([1, -1]) / np.sqrt(2 * (1 - S))
h1 = orb.T @ (model.intor("int1e_kin") + model.intor("int1e_nuc")) @ orb
d1 = orb.T @ model.intor("int1e_r")[2] @ orb
d1 -= np.eye(2) * DISTANCE / 2         # origin at the bond midpoint
V = np.einsum("abcd,ap,br,cq,ds->pqrs", eri, orb, orb, orb, orb)
one = np.eye(2)
H = np.kron(h1, one) + np.kron(one, h1) + V.reshape(4, 4)
energies, vectors = np.linalg.eigh(H)
odd = np.abs(vectors[1] - vectors[2])**2 / 2
even = np.abs(vectors[1] + vectors[2])**2 / 2
t_state, s_state = int(np.argmax(odd)), int(np.argmax(even))
assert odd[t_state] > 0.999 and even[s_state] > 0.999
assert abs(energies[s_state] - energies[t_state] - 2 * K_model) < 1e-8
D = np.kron(d1, one) + np.kron(one, d1)
assert abs(abs(D[0] @ vectors[:, s_state]) - np.sqrt(2) * mu_model) < 1e-8
assert abs(D[0] @ vectors[:, t_state]) < 1e-8

print("P-ORBITAL MODEL")
print(f"Gaussian exponent = {ALPHA:.1f} bohr^-2")
print(f"centre distance = {DISTANCE:.1f} bohr")
print(f"overlap S of the two p orbitals = {S:.3f}")
print(f"integral |px py| on one centre = {lobes:.3f}")
print(f"F2 = {F2 * EV:.2f} eV")
print(f"K(px,py) on one centre = {K_one_centre * EV:.3f} eV")
print(f"n->pi* model K for w=1/2 = {K_one_centre * EV / 2:.3f} eV")
print(f"J_aa = {eri[0, 0, 0, 0] * EV:.2f} eV")
print(f"J_ab = {eri[0, 0, 3, 3] * EV:.2f} eV")
print(f"pi->pi* model K = {K_model * EV:.2f} eV")
print(f"pi->pi* model |mu| = {mu_model:.3f} e bohr")
print(f"model K ratio, pi->pi* / n->pi* = {2 * K_model / K_one_centre:.1f}")

# ---- real molecules ----
print("MOLECULES, PBE0/def2-SVP, TDA")
print(f"C=O {CO:.2f}, C=C {CC:.2f}, C-H {CH:.2f} angstrom; angles 120 deg")
results = {}
for name, atoms, parity, nstates in (
        ("H2CO n->pi*", formaldehyde(), (1, -1), 3),
        ("C2H4 pi->pi*", ethylene(), (-1, -1), 5)):
    mf = ground_state(atoms)
    p = pair_analysis(mf, parity)
    es, f, ws = excited_state(mf, True, nstates)
    et, _, wt = excited_state(mf, False, 2)
    p.update(full_gap=es - et, full_f=f)
    results[name] = p
    print(name)
    print(f"  Lambda = {p['size']:.2f}")
    print(f"  |mu| = {p['mu']:.3f} e bohr")
    print(f"  K = {p['K'] * EV:.3f} eV")
    print(f"  C = {p['C'] * EV:.3f} eV")
    print(f"  K/Lambda^2 = {p['K'] * EV / p['size']**2:.2f} eV")
    print(f"  pair singlet = {p['singlet'] * EV:.2f} eV")
    print(f"  pair triplet = {p['triplet'] * EV:.2f} eV")
    print(f"  pair gap 2(K+C) = {2 * (p['K'] + p['C']) * EV:.3f} eV")
    print(f"  pair oscillator strength = {p['f']:.3f}")
    print(f"  full TDA singlet = {es * EV:.2f} eV, pair weight {ws:.3f}")
    print(f"  full TDA triplet = {et * EV:.2f} eV, pair weight {wt:.3f}")
    print(f"  full TDA gap = {(es - et) * EV:.3f} eV")
    print(f"  full TDA oscillator strength = {f:.3f}")
    if name.startswith("H2CO"):
        homo = mf.mol.nelectron // 2 - 1
        print(f"  oxygen share of n = {atom_share(mf, homo, 1):.2f}")
        print(f"  oxygen share of pi* = {atom_share(mf, homo + 1, 1):.2f}")

co, cc = results["H2CO n->pi*"], results["C2H4 pi->pi*"]
K_ratio = cc["K"] / co["K"]
size_factor = (cc["size"] / co["size"])**2
assert co["mu"] < 1e-5 and co["full_f"] < 1e-6 and co["K"] > 0
assert cc["full_f"] > 0.1
assert co["full_gap"] < cc["full_gap"] / 3
assert size_factor > 1 and K_ratio > size_factor
print("RATIOS, C2H4 / H2CO")
print(f"K ratio = {K_ratio:.1f}")
print(f"size factor = {size_factor:.2f}")
print(f"shape factor = {K_ratio / size_factor:.2f}")
print(f"full TDA gap ratio = {cc['full_gap'] / co['full_gap']:.1f}")

# ---- intensity gained by bending formaldehyde out of its plane ----
print("BENT H2CO, n->pi*")
bent = []
for angle in (5, 10):
    energy, f, _ = excited_state(ground_state(formaldehyde(angle)), True, 2)
    bent.append(f)
    print(f"bend {angle} deg: oscillator strength = {f:.2e}")
assert bent[0] > 10 * co["full_f"]
assert 3.2 < bent[1] / bent[0] < 4.8   # quadratic law predicts 4
print(f"strength ratio, 10 deg / 5 deg = {bent[1] / bent[0]:.2f}")
print(f"C2H4 strength / H2CO strength at 10 deg = {cc['full_f'] / bent[1]:.0f}")
print("all assertions hold")
```

Output:

```
P-ORBITAL MODEL
Gaussian exponent = 0.4 bohr^-2
centre distance = 2.5 bohr
overlap S of the two p orbitals = 0.287
integral |px py| on one centre = 0.637
F2 = 8.09 eV
K(px,py) on one centre = 0.971 eV
n->pi* model K for w=1/2 = 0.485 eV
J_aa = 15.86 eV
J_ab = 9.38 eV
pi->pi* model K = 3.53 eV
pi->pi* model |mu| = 1.305 e bohr
model K ratio, pi->pi* / n->pi* = 7.3
MOLECULES, PBE0/def2-SVP, TDA
C=O 1.20, C=C 1.33, C-H 1.10 angstrom; angles 120 deg
H2CO n->pi*
  Lambda = 0.52
  |mu| = 0.000 e bohr
  K = 0.382 eV
  C = -0.006 eV
  K/Lambda^2 = 1.42 eV
  pair singlet = 4.09 eV
  pair triplet = 3.33 eV
  pair gap 2(K+C) = 0.752 eV
  pair oscillator strength = 0.000
  full TDA singlet = 4.05 eV, pair weight 0.997
  full TDA triplet = 3.25 eV, pair weight 0.996
  full TDA gap = 0.792 eV
  full TDA oscillator strength = 0.000
  oxygen share of n = 0.70
  oxygen share of pi* = 0.37
C2H4 pi->pi*
  Lambda = 0.91
  |mu| = 1.388 e bohr
  K = 3.169 eV
  C = -0.089 eV
  K/Lambda^2 = 3.86 eV
  pair singlet = 10.71 eV
  pair triplet = 4.55 eV
  pair gap 2(K+C) = 6.160 eV
  pair oscillator strength = 1.010
  full TDA singlet = 8.93 eV, pair weight 0.919
  full TDA triplet = 4.41 eV, pair weight 0.992
  full TDA gap = 4.515 eV
  full TDA oscillator strength = 0.596
RATIOS, C2H4 / H2CO
K ratio = 8.3
size factor = 3.06
shape factor = 2.71
full TDA gap ratio = 5.7
BENT H2CO, n->pi*
bend 5 deg: oscillator strength = 7.34e-05
bend 10 deg: oscillator strength = 2.82e-04
strength ratio, 10 deg / 5 deg = 3.85
C2H4 strength / H2CO strength at 10 deg = 2110
all assertions hold
```
